# The inverse-speed cusp of electrons captured into a fast ion's continuum

## Result

An ion of charge $Z>0$ and velocity $\mathbf V$ captures an electron into a continuum state of its own Coulomb field. The electron has velocity $\mathbf v$ in the laboratory and $\mathbf k=\mathbf v-\mathbf V$ relative to the ion. As $k\to0$,

$$
\frac{d^3\sigma}{dv^3}\to\frac{g(\mathbf n)}{|\mathbf v-\mathbf V|},\qquad \mathbf n=\mathbf k/k .
\tag{1}
$$

Atomic units are used unless a unit is given, and speeds are nonrelativistic. Since $\mathbf v=\mathbf V+\mathbf k$ is a shift, $d^3v=d^3k$. The inverse speed is general under the conditions below, but its coefficient may depend on direction.

The collision prepares a source $F(\mathbf r)$ near the ion, and the amplitude for electron velocity $\mathbf k$ is

$$
T(\mathbf k)=\int\psi_{\mathbf k}^{-*}(\mathbf r)F(\mathbf r)\,d^3r,\qquad
\langle\psi_{\mathbf k}^-|\psi_{\mathbf k'}^-\rangle=\delta(\mathbf k-\mathbf k').
$$

The superscript minus denotes a distorted plane wave plus incoming spherical waves, the boundary condition for an emitted electron. $F$ is localized and varies smoothly with $\mathbf k$. The claim is

$$
|T|^2\to\frac{Z}{4\pi^2k}|A(\mathbf n)|^2,\qquad
A(\mathbf n)=\int J_0\!\left(2\sqrt{Z(r+\mathbf n\cdot\mathbf r)}\right)F\,d^3r .
\tag{2}
$$

The cross section is an integral of $|T|^2$ over the unobserved variables of the collision, such as impact parameter. This integral leaves the factor $1/k$ alone and turns $|A|^2$ into $g$.

## First derivation: the Coulomb wave

In $(-\tfrac12\nabla^2-Z/r)\psi=\tfrac12k^2\psi$ put $\psi=e^{i\mathbf k\cdot\mathbf r}f(\xi)$, with $\xi=r+\mathbf n\cdot\mathbf r$. The plane wave's kinetic energy cancels the right side, leaving

$$
\nabla^2f+2ik\,\mathbf n\cdot\nabla f+\frac{2Z}{r}f=0 .
$$

Since $|\nabla\xi|^2=2\xi/r$, $\nabla^2\xi=2/r$ and $\mathbf n\cdot\nabla\xi=\xi/r$, multiplication by $r/2$ gives

$$
\xi f''+(1+ik\xi)f'+Zf=0 .
$$

With $w=-ik\xi$ and $\eta=Z/k$ this becomes Kummer's equation, $wf_{ww}+(1-w)f_w+i\eta f=0$. Its regular solution is ${}_1F_1(-i\eta;1;w)$.

At large $\xi$ the part of this function without the factor $e^w$ is

$$
\frac{(-w)^{i\eta}}{\Gamma(1+i\eta)}=\frac{e^{-\pi\eta/2}(k\xi)^{i\eta}}{\Gamma(1+i\eta)},
$$

because $-w=k\xi e^{i\pi/2}$. The other part contains $e^{i\mathbf k\cdot\mathbf r}e^{-ik\xi}=e^{-ikr}$, an incoming spherical wave, as required. The distorted plane wave has unit modulus, before the factor $(2\pi)^{-3/2}$ of delta normalization, if

$$
\psi_{\mathbf k}^-=\frac{N}{(2\pi)^{3/2}}e^{i\mathbf k\cdot\mathbf r}{}_1F_1(-i\eta;1;-ik\xi),\qquad N=e^{\pi\eta/2}\Gamma(1+i\eta).
$$

From $|\Gamma(1+i\eta)|^2=\pi\eta/\sinh\pi\eta$,

$$
|N|^2=\frac{2\pi\eta}{1-e^{-2\pi\eta}}\to\frac{2\pi Z}{k}.
\tag{3}
$$

This is the density at the ion relative to a plane wave. Direct integration of the radial equation gives 62.832 for $Z=1$, $k=0.1$, in agreement with $2\pi/0.1$. For repulsion, $Z=-1$ and $k=1$, it gives 0.011755: the electron is kept away and there is no cusp.

The rest of the wave also matters, because $F$ has finite extent. The $m$th term of the series is

$$
\frac{(-i\eta)_m(-ik\xi)^m}{(m!)^2}
=\frac{(-\xi)^m}{(m!)^2}\prod_{j=0}^{m-1}(Z+ijk)
\to\frac{(-Z\xi)^m}{(m!)^2}.
$$

The limiting series is $J_0(2\sqrt{Z\xi})$, and $e^{i\mathbf k\cdot\mathbf r}\to1$ over the source. Multiplying $|A|^2$ by $|N|^2/(2\pi)^3\to Z/(4\pi^2k)$ proves (2).

The direction $\mathbf n$ survives in $\xi$ at zero relative speed, so forward and backward limits can differ. For $Z=1$, take $F=(1/r+i)e^{-1.5r+i\mathbf J\cdot\mathbf r}$, with components of $\mathbf J$ equal to 1.0 along the beam and 0.6 across it. The forward coefficient is then 3.38 times the backward one. At $k=0.01$, $k|T|^2$ differs from its limit by 1.3% forward and 2.0% backward, relative to the limit.

## Second derivation: continuity through the ionization threshold

This route uses radial functions $u_{El}(r)$ normalized per unit energy, $\int u_{El}u_{E'l}\,dr=\delta(E-E')$. Far away they have amplitude $\sqrt{2/(\pi k)}$.

Let $\kappa(r)=\sqrt{k^2+2Z/r}$ be the local wavenumber. Its relative change per radian is

$$
\frac{|\kappa'|}{\kappa^2}=\frac{Z}{r^2\kappa^3}\le\frac1{2\sqrt{2Zr}},
$$

which is small at large $r$ for every $k$, including zero. The semiclassical form $u=B\kappa^{-1/2}\sin\phi$ therefore holds there with constant $B$. At infinity $\kappa\to k$, so $B=\sqrt{2/\pi}$ whatever the energy. An energy-normalized function thus has a finite, nonzero limit at threshold.

That limit solves $u''+[2Z/r-l(l+1)/r^2]u=0$ and is

$$
u_{0l}=\sqrt{2r}\,J_{2l+1}(\sqrt{8Zr}).
$$

The factor $\sqrt2$ follows from the large-argument form of the Bessel function, whose amplitude gives $\sqrt{2r}\,\sqrt{2/\pi}\,(8Zr)^{-1/4}=\sqrt{2/\pi}\,(2Z/r)^{-1/4}$.

The transition strength per unit energy is therefore finite at $E=k^2/2=0$. But $d^3k=k^2\,dk\,d\Omega=k\,dE\,d\Omega$. A finite strength per energy spread over a velocity volume proportional to $k$ gives a density proportional to $1/k$.

For the coefficient, expand

$$
\psi_{\mathbf k}^-=\frac1{\sqrt k}\sum_{lm}i^le^{-i\sigma_l}\frac{u_{El}(r)}r
Y_{lm}(\hat{\mathbf r})Y_{lm}^*(\mathbf n),
$$

where the far radial phase contains $-l\pi/2+\sigma_l$. The factor $e^{-i\sigma_l}$ makes the outgoing part match the plane wave. In $u_{0l}$ the phase is $\sqrt{8Zr}-(2l+1)\pi/2-\pi/4$, which falls by $\pi$ for each unit of $l$. The centrifugal term adds no further phase difference far out, since its contribution beyond $r$ is at most of order $\int_r^\infty dr'/(r'^2\kappa)$, which vanishes as $r$ grows, uniformly in $k$. Hence $\sigma_l-\sigma_0\to-l\pi/2$, and $i^le^{-i\sigma_l}$ approaches $(-1)^l$ times the common phase $e^{-i\sigma_0}$, which depends on $k$ but not on $l$.

With $\sum_mY_{lm}Y_{lm}^*=(2l+1)P_l(c)/4\pi$ and $c=\mathbf n\cdot\hat{\mathbf r}$, the wave is, up to that phase,

$$
\frac{\sqrt Z}{2\pi\sqrt k}\sum_l(-1)^l(2l+1)\frac{J_{2l+1}(\sqrt{8Zr})}{\sqrt{2Zr}}P_l(c).
$$

The sum equals $J_0(2\sqrt{Zr(1+c)})$. Both are regular zero-energy solutions, so for each $l$ it suffices to compare the coefficient of $r^lP_l$. The sum gives $(-2Z)^l/(2l)!$. In $J_0$ the term $(-Zr)^l(1+c)^l/(l!)^2$ contributes through $c^l$, whose $P_l$ coefficient is $2^l(l!)^2/(2l)!$, and the result is the same. This is (2) again.

The argument also reaches below threshold. For a bound state with $n\gg l$, unit norm requires $\tfrac12B^2\int dr/\kappa=1$. With $\kappa^2=2Z/r-Z^2/n^2$, outer turning point $R=2n^2/Z$ and $r=R\sin^2t$,

$$
\int_0^R\frac{dr}{\kappa}=\frac{R^{3/2}}{\sqrt{2Z}}\int_0^{\pi/2}2\sin^2t\,dt=\frac{\pi n^3}{Z^2}.
$$

So $B^2=(2/\pi)(Z^2/n^3)$: the continuum value times the level spacing. Bound strength per unit energy joins the continuum strength, and the cusp continues the Rydberg series. For the source $e^{i\mathbf J\cdot\mathbf r}/r$ with $Z=1$, $J=3$, radial integrals summed over the shell $n=12$ give 0.6196 per unit energy. The continuum just above threshold gives 0.6206.

## What each derivation assumes

The first derivation assumes a pure Coulomb field at all distances. In return it gives the wave at every $k$, and (3) shows that the normalization departs from $2\pi Z/k$ only through $e^{-2\pi Z/k}$.

The second needs the Coulomb form only at large distance to obtain $1/k$. Electrons bound to the ion alter the inner radial functions and add phases to the partial waves. They change $g(\mathbf n)$, but not the amplitude argument. The second route is confined to the neighbourhood of threshold.

Both need a nonzero $A$ and a source of limited range, or one such as $e^{i\mathbf J\cdot\mathbf r}/r$ with $J>0$, whose oscillation suppresses the distant contribution. Both fail if the attraction is cut off at some radius $a$. Beyond $a$ an s-wave solution with fixed inner values has squared amplitude $u(a)^2+u'(a)^2/k^2$. Scaling this to $2/(\pi k)$ makes the inner strength per energy proportional to $k$, unless $u'(a)=0$ at threshold. Division by $k$ then leaves a finite velocity density.

## The coefficient in first-order capture

Let the ion move on a straight line and act once on the electron through $-Z/r$. With $\mathbf R=\mathbf b+\mathbf Vt$ and $\mathbf r$ measured from the ion, the amplitude is

$$
a(\mathbf b)=-i\int dt\,d^3r\;\psi_f^*\frac{-Z}{r}\varphi_i(\mathbf r+\mathbf R)
e^{-i\mathbf V\cdot\mathbf r-i(V^2/2+\varepsilon_i-\varepsilon_f)t}.
$$

Insert $\varphi_i=(2\pi)^{-3/2}\int\tilde\varphi_i(\mathbf K)e^{i\mathbf K\cdot(\mathbf r+\mathbf R)}d^3K$. The time integral fixes $K_\parallel=V/2+(\varepsilon_i-\varepsilon_f)/V$ and gives $2\pi/V$. Integration of $|a|^2$ over $\mathbf b$ gives $(2\pi)^2$ by Parseval's theorem, so

$$
\sigma=\frac{2\pi}{V^2}\int d^2K_\perp|\tilde\varphi_i(\mathbf K)|^2|W|^2,\quad
W=\int\psi_f^*\frac{-Z}{r}e^{i\mathbf J\cdot\mathbf r}d^3r,\quad \mathbf J=\mathbf K-\mathbf V .
$$

For $\psi_f=\psi_{\mathbf k}^-$, set $\mathbf Q=\mathbf J-\mathbf k$ and add a convergence factor $e^{-\lambda r}$. In this integral alone, $\parallel$ and $\perp$ refer to $\mathbf n$. With $\zeta=r-\mathbf n\cdot\mathbf r$, $d^3r/r=\tfrac12d\xi\,d\zeta\,d\phi$. The angle gives $2\pi J_0(Q_\perp\sqrt{\xi\zeta})$. With $\alpha=\lambda+iQ_\parallel$, the $\zeta$ integral, done term by term, gives $(2/\alpha)e^{-Q_\perp^2\xi/2\alpha}$. The remaining exponential is $e^{-q\xi}$, with $q=(\lambda^2+Q^2)/(2\alpha)$, and

$$
\int_0^\infty e^{-q\xi}{}_1F_1(i\eta;1;ik\xi)d\xi
=\frac1q\left(1-\frac{ik}{q}\right)^{-i\eta}.
$$

The whole integral is $4\pi(\lambda^2+Q^2)^{-1}(1-ik/q)^{-i\eta}$. As $\lambda\to0$ the bracket becomes $(J^2-k^2)/Q^2$, positive for $J>k$, and its imaginary power has modulus one. Therefore

$$
|W|^2=\frac{|N|^2Z^2}{(2\pi)^3}\frac{16\pi^2}{|\mathbf J-\mathbf k|^4}\to\frac{4Z^3}{kJ^4}.
$$

First-order capture thus gives an isotropic cusp $C/k$. Higher-order capture can supply sources of other forms, for which $|A(\mathbf n)|$ depends on direction and the cusp is asymmetric.

## A proton beam in residual water vapour

Take 1.0 MeV protons: $V=6.327$ and $E_c=V^2/2$, or 544.6 eV. Restricted Hartree–Fock orbitals of H2O in the cc-pVTZ basis, averaged over orientation, supply $|\tilde\varphi_i|^2$ and $\varepsilon_i$. Summing over the ten electrons gives $C=2.45\times10^{-4}$. The oxygen K shell contributes 19%. These values are converged to about 1%. The cc-pVQZ basis gives $C=2.47\times10^{-4}$ and a K-shell share of 18%, and it raises the cross sections and yields below by 1%. Measured ionization energies in place of orbital energies shift $C$ by a similar amount.

An analyser accepts a forward cone of half-angle $\theta_0=1.0^\circ$. With $u=|\mathbf v-\mathbf V|$, $u\,du=vV\sin\theta\,d\theta$, so integrating $C/u$ over the cone gives

$$
\frac{d\sigma}{dE}=\frac{2\pi C}{V}\left[\sqrt{(v-V)^2+4vV\sin^2(\theta_0/2)}-|v-V|\right].
$$

The divergence becomes a finite peak with a kink, of height close to $2\pi C\theta_0$, here $2.8\times10^{-23}$ cm²/eV. For small angles put $x=(v-V)/(V\theta_0)$. Half height requires $\sqrt{x^2+1}-|x|=\tfrac12$, hence $|x|=\tfrac34$. The full width is $1.5V\theta_0$ in speed and $3\theta_0E_c=28.5$ eV in energy. The corresponding ion-frame energies are tiny: at $k_0=V\theta_0=0.110$ the energy is 0.166 eV.

The cross section for $k<k_0$ is $\int_0^{k_0}(C/k)4\pi k^2dk=2\pi Ck_0^2=1.9\times10^{-5}$, or $5.3\times10^{-22}$ cm². It is 0.57% of first-order capture into bound states, $9.2\times10^{-20}$ cm².

The gas and beam values that follow are illustrative. At $10^{-6}$ Torr and 300 K, a 100 cm path contains $3.2\times10^{12}$ molecules/cm². The model gives $1.7\times10^{-9}$ cusp electrons per proton, or $1.1\times10^5$ per second at 10 µA. Bound capture neutralizes a fraction $3.0\times10^{-7}$ of the beam, small enough for the single-collision treatment of charge exchange.

The weakest assumption is first-order capture. The K-shell speed is not small compared with the beam speed: it is 1.01 times as large if estimated from the orbital energy, and 1.21 times as large if taken as the root-mean-square speed in the orbital. The Coulomb factor of a singly charged residual ion at speed $V$ is 1.58, not one. The absolute cross sections and yields therefore indicate scale only, and higher-order capture can make the measured peak asymmetric. The smooth factor multiplying $C/k$ is 0.91 at $+k_0$ and 1.10 at $-k_0$ along the beam, so the simple law carries errors near 10% at the edge of this range. With this factor kept, the first-order peak in the cone has the same height but is already skewed toward low energy: half height falls at $x=-0.84$ and $+0.68$, and the full width is 28.9 eV. Relativity enters at $\gamma-1=0.0011$. A stray field of 1 V/cm lowers the escape barrier by 0.76 meV, 0.46% of the ion-frame energy at $k_0$; below about $0.07k_0$ the field-free cusp law cannot be trusted. This limit concerns emission only. On the way to the analyser, the same field changes the laboratory energy by 1 eV per centimetre if it lies along the beam, and turns the electron by about 0.05° per centimetre if it lies across it. Over 10 cm these effects are already comparable with the peak width and the cone angle, so observing the calculated peak requires a much smaller stray electric field or a short flight path. Over the full 100 cm gas path assumed above they would reach 100 eV or about 5°; a short flight path requires a short source region, which lowers the yield in proportion. Magnetic shielding is needed as well. An unshielded magnetic field of 0.5 G across the beam acts in the ion frame as an electric field of 6.9 V/cm, which raises the limit on the cusp law to about $0.11k_0$, and it turns the electron by 0.36° per centimetre. The numerical output gives the remaining inputs.

## Computed results

```
Integrated Coulomb factor, Z=1, k=0.1 au: 62.832
Integrated Coulomb factor, Z=1, k=0.5 au: 12.566
Integrated Coulomb factor, Z=2, k=0.3 au: 41.888
Integrated Coulomb factor, Z=-1, k=1.0 au: 0.011755
Test source, forward/backward cusp strength: 3.381
Test source, limit error at k=0.01 au, forward: 1.25e-02
Test source, limit error at k=0.01 au, backward: 2.05e-02
Threshold test momentum J: 3.0 au
Bound strength per energy, n=12: 0.61960 au
Continuum strength per energy, k=0.001 au: 0.62056 au
Proton energy: 1.0 MeV
Proton speed V: 6.3268 au
Cusp electron energy: 544.6 eV
O-H length: 0.96 angstrom; angle: 104.5 deg
H2O RHF/cc-pVTZ energy: -76.05696 hartree
H2O orbital energies (eV): -559.3, -36.6, -19.3, -15.7, -13.7
Largest orbital norm error: 7.4e-05
Cusp coefficient C: 2.4498e-04 au
Share of C from oxygen K shell: 18.6 %
Cone half-angle: 1.0 deg
Relative speed k0 = V theta0: 0.1104 au
Ion-frame energy at k0: 0.1659 eV
Laboratory peak full width at half height: 28.53 eV
Small-angle width 3 theta0 E: 28.52 eV
Peak dsigma/dE in cone: 2.765e-23 cm2/eV
Cusp cross section inside k0: 5.256e-22 cm2
First-order bound capture: 9.174e-20 cm2
Cusp/bound capture ratio: 5.729e-03
Water pressure: 1.0e-06 Torr at 300 K
Gas density: 3.219e+10 cm-3; path: 100 cm
Beam current: 10 uA
Cusp electrons per ion: 1.692e-09
Cusp electrons per second: 1.056e+05 s-1
Neutralized beam fraction: 2.953e-07
Scaled density k f/C at +k0: 0.9084
Scaled density k f/C at -k0: 1.1046
K-shell speed / beam speed: 1.013
Residual-ion Coulomb factor at V: 1.577
Relativistic gamma-1: 1.07e-03
Stray field: 1.0 V/cm; saddle depth: 0.759 meV
Saddle depth / ion-frame energy at k0: 4.57e-03
```
